# How slow atomic motion raises the electron-beam knock-on energy: verification in Python

```python
"""
Result under test: an electron beam that can give a resting atom at most T
leaves an atom already moving along the beam with kinetic energy K with at
most (sqrt(T) + sqrt(K))**2. This can exceed a displacement energy Ed > T.
Symbols: m, M = electron and atom rest energies (eV); E = beam kinetic energy;
theta = electron deflection; alpha = angle of atomic motion from the beam;
kappa = mean thermal kinetic energy of the atom along the beam.
Energies are in eV, lengths in nm and times in fs unless a label says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import erfc

mp.mp.dps = 40
m = const.m_e * const.c**2 / const.e
u = const.atomic_mass * const.c**2 / const.e
mass_28, mass_30 = 27.977, 29.974      # silicon isotope masses in u
M = mass_28 * u
c_nm_fs = const.c * 1e-6
kB = const.k / const.e
T, K, Ed = 15.0, 0.05, 16.0
debye_K = 640.0                        # rough value for silicon


def beam_for_static_transfer(transfer):
    return np.sqrt(m**2 + M * transfer / 2) - m


def final_energy(transfer, motion):
    return (np.sqrt(transfer) + np.sqrt(motion))**2


def exact_atom_energy(beam, motion, alpha_deg, theta_deg):
    """Final atom kinetic energy from full relativistic conservation laws."""
    E, K0, me, Ma = [mp.mpf(float(v)) for v in (beam, motion, m, M)]
    alpha = mp.radians(mp.mpf(float(alpha_deg)))
    theta = mp.radians(mp.mpf(float(theta_deg)))
    p = mp.sqrt(E * (E + 2 * me))
    P0 = mp.sqrt(K0 * (K0 + 2 * Ma))
    px, pz = P0 * mp.sin(alpha), p + P0 * mp.cos(alpha)
    total = E + me + K0 + Ma

    def imbalance(k):
        qx, qz = px - k * mp.sin(theta), pz - k * mp.cos(theta)
        return mp.sqrt(k*k + me*me) + mp.sqrt(Ma*Ma + qx*qx + qz*qz) - total

    k = mp.findroot(imbalance, (p, p * mp.mpf("0.999")))
    return float(total - mp.sqrt(k*k + me*me) - Ma)


beam = beam_for_static_transfer(T)
E_forward = final_energy(T, K)
E_backward = (np.sqrt(T) - np.sqrt(K))**2
exact_static = exact_atom_energy(beam, 0, 0, 180)
exact_forward = exact_atom_energy(beam, K, 0, 180)
exact_backward = exact_atom_energy(beam, K, 180, 180)
exact_transverse = exact_atom_energy(beam, K, 90, 180)
# Finite electron-to-atom mass ratio shifts these energies by about 1e-3 eV.
assert abs(exact_static - T) < 3e-3
assert abs(exact_forward - E_forward) < 3e-3
assert abs(exact_backward - E_backward) < 3e-3
assert abs(exact_transverse - (T + K)) < 3e-3
assert exact_static < Ed < exact_forward

# Search all sampled directions for the largest final energy.
scan = [(exact_atom_energy(beam, K, a, th), a, th)
        for a in range(0, 360, 30) for th in range(30, 331, 15)]
best = max(scan)
assert best[1:] == (0, 180)

# Angular law and the smallest deflection that reaches Ed.
slope = T + 2 * np.sqrt(T * K)
for angle in (40, 80, 120, 160):
    law = K + slope * np.sin(np.radians(angle) / 2)**2
    assert abs(exact_atom_energy(beam, K, 0, angle) - law) < 3e-3
theta_min = np.degrees(2 * np.arcsin(np.sqrt((Ed - K) / slope)))
assert abs(exact_atom_energy(beam, K, 0, theta_min) - Ed) < 3e-3

# Beam thresholds for resting and moving atoms.
needed_transfer = (np.sqrt(Ed) - np.sqrt(K))**2
beam_rest = beam_for_static_transfer(Ed)
beam_moving = beam_for_static_transfer(needed_transfer)


def exact_threshold(motion):
    low, high = 1.0e5, 2.5e5
    for _ in range(35):
        middle = (low + high) / 2
        if exact_atom_energy(middle, motion, 0, 180) < Ed:
            low = middle
        else:
            high = middle
    return (low + high) / 2


assert abs(exact_threshold(0) / beam_rest - 1) < 2e-4
assert abs(exact_threshold(K) / beam_moving - 1) < 2e-4

# Does the kicked atom leave a Morse well of depth Ed?
inertia = M / c_nm_fs**2
stiffness = 8.0                        # inverse width of the well, 1/nm
kick = 2 * np.sqrt(beam * (beam + 2 * m)) / M * c_nm_fs


def motion_in_well(t, y):
    decay = np.exp(-stiffness * y[0])
    return [y[1], -2 * Ed * stiffness * (1 - decay) * decay / inertia]


def centre(t, y):
    return y[0]


centre.terminal = True
options = dict(method="DOP853", rtol=1e-9, atol=1e-12)


def kicked_atom(direction):
    """Return largest distance, last kinetic energy and quarter-swing time."""
    speed, swing = 0.0, 0.0
    if direction:
        x0 = -np.log(1 + direction * np.sqrt(K / Ed)) / stiffness
        first = solve_ivp(motion_in_well, (0, 500), [x0, 0.0],
                          events=centre, **options)
        assert len(first.t_events[0]) == 1
        swing = first.t_events[0][0]
        speed = first.y_events[0][0][1]
    run = solve_ivp(motion_in_well, (0, 1000), [0.0, speed + kick],
                    max_step=5.0, **options)
    return run.y[0].max(), inertia * run.y[1, -1]**2 / 2, swing


reach_rest, _, _ = kicked_atom(0)
reach_forward, energy_left, swing_time = kicked_atom(1)
reach_backward, _, _ = kicked_atom(-1)
assert reach_rest < 0.6 and reach_backward < 0.6
assert reach_forward > 1.5
assert abs(energy_left - (E_forward - Ed)) < 2e-3


# Thermal motion, including zero-point motion.
def mean_beam_energy(temperature):
    def integrand(x):
        return (3 * x**2 * kB * debye_K * x / 4
                / np.tanh(x * debye_K / (2 * temperature)))
    return quad(integrand, 0, 1)[0]


def forward_chance(motion, temperature):
    return erfc(np.sqrt(motion / (2 * mean_beam_energy(temperature)))) / 2


# Thermal sum over oscillator eigenstates in dimensionless momentum q.
ratio, cut = 1.5, 1.3
q_all = np.linspace(-14, 14, 28001)
previous = np.zeros_like(q_all)
state = np.pi**-0.25 * np.exp(-q_all**2 / 2)
density = np.zeros_like(q_all)
for n in range(40):
    density += (1 - np.exp(-ratio)) * np.exp(-ratio * n) * state**2
    following = (np.sqrt(2 / (n + 1)) * q_all * state
                 - np.sqrt(n / (n + 1)) * previous)
    previous, state = state, following
step = q_all[1] - q_all[0]
mean_sum = np.sum(density * q_all**2 / 2) * step
mean_formula = 1 / (4 * np.tanh(ratio / 2))
tail_sum = quad(lambda q: np.interp(q, q_all, density), cut, 14, limit=400)[0]
tail_formula = erfc(np.sqrt((cut**2 / 2) / (2 * mean_formula))) / 2
assert abs(mean_sum - mean_formula) < 1e-6
assert abs(tail_sum - tail_formula) < 1e-5
# Known limits of the Debye average: equipartition and zero-point motion.
assert abs(mean_beam_energy(6400) / (kB * 6400 / 2) - 1) < 1e-3
assert abs(mean_beam_energy(1) / (3 * kB * debye_K / 16) - 1) < 1e-3

# Sizes of neglected effects.
T_30 = T * mass_28 / mass_30
loss_effect = T - 2 * (beam - 100) * (beam - 100 + 2 * m) / M
beta = np.sqrt(beam * (beam + 2 * m)) / (beam + m)
passage_time = 0.1 / (beta * c_nm_fs)
other_thermal = 5 * mean_beam_energy(300)
assert passage_time < 1e-3 * swing_time

print(f"Electron rest energy: {m/1e3:.3f} keV")
print(f"Silicon-28 mass: {mass_28:.3f} u; rest energy: {M/1e9:.4f} GeV")
print(f"Maximum static transfer T: {T:.2f} eV")
print(f"Atomic motion along beam K: {K:.3f} eV")
print(f"Model displacement energy Ed: {Ed:.2f} eV")
print(f"Beam energy giving T: {beam/1e3:.2f} keV")
print(f"Electron speed / light speed: {beta:.4f}")
print(f"sqrt(T): {np.sqrt(T):.5f} sqrt(eV)")
print(f"sqrt(K): {np.sqrt(K):.5f} sqrt(eV)")
print(f"Cross term 2 sqrt(TK): {2*np.sqrt(T*K):.4f} eV")
print(f"Final energy, forward motion: {E_forward:.4f} eV")
print(f"Energy transferred, forward motion: {E_forward-K:.4f} eV")
print(f"Final energy, backward motion: {E_backward:.4f} eV")
print(f"Final energy, transverse motion: {T+K:.4f} eV")
print(f"Exact kinematics, atom at rest: {exact_static:.4f} eV")
print(f"Exact kinematics, forward motion: {exact_forward:.4f} eV")
print(f"Smallest displacing deflection: {theta_min:.2f} degrees")
print(f"Static transfer needed with motion: {needed_transfer:.4f} eV")
print(f"Beam threshold, atom at rest: {beam_rest/1e3:.2f} keV")
print(f"Beam threshold, moving atom: {beam_moving/1e3:.2f} keV")
print(f"Threshold reduction: {(beam_rest-beam_moving)/1e3:.2f} keV")
print(f"Morse inverse width: {stiffness:.1f} 1/nm")
print(f"Morse reach, atom at rest: {reach_rest:.3f} nm")
print(f"Morse reach, backward motion: {reach_backward:.3f} nm")
print(f"Morse reach in 1000 fs, forward motion: {reach_forward:.3f} nm")
print(f"Kinetic energy left after escape: {energy_left:.4f} eV")
print(f"Rough Debye temperature: {debye_K:.0f} K")
for temp in (77, 300, 600):
    print(f"{temp} K: mean energy along beam {mean_beam_energy(temp):.5f} eV; "
          f"chance forward above K {100*forward_chance(K, temp):.3f} %")
for barrier in (16.0, 18.0, 20.0):
    need = (np.sqrt(barrier) - np.sqrt(T))**2
    assert abs(exact_atom_energy(beam, need, 0, 180) - barrier) < 3e-3
    print(f"Ed {barrier:.0f} eV: least motion {need:.4f} eV; "
          f"chance at 300 K {forward_chance(need, 300):.2e}")
print(f"Silicon-30 mass: {mass_30:.3f} u")
print(f"Silicon-30 static transfer, same beam: {T_30:.3f} eV")
print(f"Silicon-30 final energy with K: {final_energy(T_30, K):.3f} eV")
print(f"Drop in T for 100 eV beam loss: {loss_effect:.4f} eV")
print(f"Other mean thermal energy at 300 K: {other_thermal:.4f} eV")
print(f"Electron passage time over 0.1 nm: {passage_time:.2e} fs")
print(f"Morse turning point to centre: {swing_time:.2f} fs")
print("success")
```

Running it gives:

```
Electron rest energy: 510.999 keV
Silicon-28 mass: 27.977 u; rest energy: 26.0604 GeV
Maximum static transfer T: 15.00 eV
Atomic motion along beam K: 0.050 eV
Model displacement energy Ed: 16.00 eV
Beam energy giving T: 164.70 keV
Electron speed / light speed: 0.6543
sqrt(T): 3.87298 sqrt(eV)
sqrt(K): 0.22361 sqrt(eV)
Cross term 2 sqrt(TK): 1.7321 eV
Final energy, forward motion: 16.7821 eV
Energy transferred, forward motion: 16.7321 eV
Final energy, backward motion: 13.3179 eV
Final energy, transverse motion: 15.0500 eV
Exact kinematics, atom at rest: 14.9992 eV
Exact kinematics, forward motion: 16.7811 eV
Smallest displacing deflection: 155.03 degrees
Static transfer needed with motion: 14.2611 eV
Beam threshold, atom at rest: 174.28 keV
Beam threshold, moving atom: 157.54 keV
Threshold reduction: 16.74 keV
Morse inverse width: 8.0 1/nm
Morse reach, atom at rest: 0.431 nm
Morse reach, backward motion: 0.304 nm
Morse reach in 1000 fs, forward motion: 2.644 nm
Kinetic energy left after escape: 0.7821 eV
Rough Debye temperature: 640 K
77 K: mean energy along beam 0.01045 eV; chance forward above K 1.436 %
300 K: mean energy along beam 0.01572 eV; chance forward above K 3.726 %
600 K: mean energy along beam 0.02730 eV; chance forward above K 8.799 %
Ed 16 eV: least motion 0.0161 eV; chance at 300 K 1.56e-01
Ed 18 eV: least motion 0.1366 eV; chance at 300 K 1.60e-03
Ed 20 eV: least motion 0.3590 eV; chance at 300 K 8.82e-07
Silicon-30 mass: 29.974 u
Silicon-30 static transfer, same beam: 14.001 eV
Silicon-30 final energy with K: 15.724 eV
Drop in T for 100 eV beam loss: 0.0104 eV
Other mean thermal energy at 300 K: 0.0786 eV
Electron passage time over 0.1 nm: 5.10e-04 fs
Morse turning point to centre: 18.05 fs
success
```
